\section*{Phonon response in magnetic spin-orbit crystals: the reversed-field Sternheimer equation, part 2}

A gapped magnetic crystal ($N$ cells, lattice vectors $R_l$) is treated in static spin-density-functional mean field with ultrasoft spinors $\psi_{kv}$. The response to displacements $u_{l\mu}$ ($\mu$: sublattice and direction) needs $\Delta\psi^{q}$ and $\Delta\psi^{-q}$; time reversal turns the $-q$ equation into a $+q$ equation with reversed exchange fields. Force constants, exceptions and an example follow. Hartree atomic units are used, with $H\ni+\boldsymbol\sigma\cdot\mathbf B$. The energy is
\begin{equation}
E=\mathrm{Tr}[(\tfrac12p^2+V_{\rm NL})\rho]+\sum_\alpha\int V^{\rm ext}_\alpha n_\alpha\,dr+E_{\rm Hxc}[n_\alpha],\label{energy}
\end{equation}
where $V_{\rm NL}$ contains spin-orbit coupling, $\rho=\sum_{kv}|\psi_{kv}\rangle\langle\psi_{kv}|$, $n_\alpha=\mathrm{Tr}[K_\alpha\rho]=(n,\mathbf m)$, $\alpha=0,x,y,z$, $a=x,y,z$, and $K_\alpha(r)=\sigma_\alpha|r\rangle\langle r|+\sum_{I,ij}|\beta^I_i\rangle Q^\alpha_{ij}(r-R_I)\langle\beta^I_j|$. The overlap is $S=\int K_0\,dr$, and $H\psi=\varepsilon S\psi$ with $H=\tfrac12p^2+V_{\rm NL}+\sum_\alpha\int V_\alpha K_\alpha\,dr$, $V_\alpha=V^{\rm ext}_\alpha+V^{\rm Hxc}_\alpha=(V,\mathbf B)$, $V^{\rm Hxc}_\alpha=\delta E_{\rm Hxc}/\delta n_\alpha$. $H^{[-\mathbf B]}$ has $V_\alpha\to s_\alpha V_\alpha$, $s=(+,-,-,-)$. Also $W=\rho H\rho$, $P_c=1-\rho S$.

$\delta_q=\sum_le^{iqR_l}d/du_{l\mu}$ is a total derivative; $H_q,S_q,K_{\alpha,q}$ are explicit ones at fixed Hxc potential. $\delta_qH=H_q+\sum_\alpha\int\delta V_\alpha K_\alpha\,dr$, $\delta V_\alpha=\sum_\beta\int f_{\alpha\beta}\,\delta_qn_\beta\,dr'$, $f_{\alpha\beta}=\delta^2E_{\rm Hxc}/\delta n_\alpha\delta n_\beta$. For Hermitian $O$ and real $g$,
\begin{equation}
(\delta_qO)^\dagger=\delta_{-q}O,\qquad(\delta_qg)^*=\delta_{-q}g,\qquad \delta_q\langle\psi|=\big(\delta_{-q}|\psi\rangle\big)^\dagger .\label{conj}
\end{equation}
With $\Delta\psi^{\pm q}_{kv}=P_c\,\delta_{\pm q}\psi_{kv}$, in Bloch sectors $k\pm q$,
\begin{equation}
(H-\varepsilon_{kv}S)\,\Delta\psi^{\pm q}_{kv}=-P_c^\dagger\,(\delta_{\pm q}H-\varepsilon_{kv}S_{\pm q})\,\psi_{kv}.\label{stern}
\end{equation}
$\delta_q\rho=X_1+X_2-\rho S_q\rho$, $X_1=\sum|\Delta\psi^q\rangle\langle\psi|$, $X_2=\sum|\psi\rangle\langle\Delta\psi^{-q}|$. $\delta_qn_\alpha=n^{(1)}_\alpha+n^{(2)}_\alpha+n^{\rm fix}_\alpha$, $n^{(1,2)}_\alpha=\mathrm{Tr}[K_\alpha X_{1,2}]$, $n^{\rm fix}_\alpha=\mathrm{Tr}[K_{\alpha,q}\rho]-\mathrm{Tr}[K_\alpha\rho S_q\rho]$, and
\begin{equation}
n^{(2)}_\alpha(r;q)=n^{(1)}_\alpha(r;-q)^* .\label{n2n1}
\end{equation}
For $T=i\sigma_y\mathcal K$, with $\mathcal K$ complex conjugation,
\begin{equation}
\langle a|O|b\rangle=\langle TOb|Ta\rangle=\langle TOT^{-1}\,Tb|Ta\rangle=\langle Tb|\,TO^\dagger T^{-1}\,|Ta\rangle .\label{anti}
\end{equation}
\begin{equation}
TV_{\rm NL}T^{-1}=V_{\rm NL},\qquad TK_\alpha(r)T^{-1}=s_\alpha K_\alpha(r),\qquad TST^{-1}=S .\label{parity}
\end{equation}
\begin{equation}
TH^{[\mathbf B]}_{-q}T^{-1}=H^{[-\mathbf B]}_{q},\qquad TS_{-q}T^{-1}=S_q .\label{THq}
\end{equation}
Define $\phi_{kv}=T\psi_{-kv}$, $\chi_{kv}=T\Delta\psi^{-q}_{-kv}$, $\tilde\varepsilon_{kv}=\varepsilon_{-kv}$, $\tilde\rho=T\rho T^{-1}$, $\tilde P_c^\dagger=1-S\tilde\rho$, $\tilde X=\sum|\chi_{kv}\rangle\langle\phi_{kv}|$, $\delta_q\tilde H=H_q^{[-\mathbf B]}+\sum_\alpha\int s_\alpha\,\delta V_\alpha K_\alpha\,dr$. Then
\begin{equation}
\big(H^{[-\mathbf B]}-\tilde\varepsilon_{kv}S\big)\chi_{kv}=-\tilde P_c^\dagger\big(\delta_q\tilde H-\tilde\varepsilon_{kv}S_q\big)\phi_{kv}.\label{rev}
\end{equation}
\begin{equation}
\delta_qn_\alpha=\sum_{kv}\langle\psi_{kv}|K_\alpha|\Delta\psi^q_{kv}\rangle+s_\alpha\sum_{kv}\langle\phi_{kv}|K_\alpha|\chi_{kv}\rangle+n^{\rm fix}_\alpha .\label{main}
\end{equation}
For $E_{\rm Hxc}$ even in $\mathbf m$,
\begin{equation}
V^{\rm Hxc}_\alpha[sn]=s_\alpha V^{\rm Hxc}_\alpha[n],\qquad f_{\alpha\beta}[sn]=s_\alpha s_\beta f_{\alpha\beta}[n].\label{even}
\end{equation}

\subsection{Force constants}

With $\Phi_{l\mu,m\nu}=d^2E/du_{l\mu}du_{m\nu}$, define
\begin{equation}
C_{\mu\nu}(q)=\frac1N\sum_{lm}e^{-iqR_l}\Phi_{l\mu,m\nu}e^{iqR_m}=\frac1N\,\delta^\nu_q\,\delta^\mu_{-q}E .
\end{equation}
Below, every $-q$ carries $\mu$ and every $+q$ carries $\nu$. The explicit derivative of (\ref{energy}) at fixed $\rho$ collects the motion of $V_{\rm NL}$, of $V^{\rm ext}_\alpha$ and of $K_\alpha$ weighted by $V_\alpha$, which is $\mathrm{Tr}[\rho H_{-q}]$. The derivative through $\rho$ is $\mathrm{Tr}[H\,\delta_{-q}\rho]$. Its conduction terms vanish, because $\langle\psi_v|H|\Delta\psi_v\rangle=\varepsilon_v\langle\psi_v|S|\Delta\psi_v\rangle=0$, and the last term gives $-\mathrm{Tr}[H\rho S_{-q}\rho]=-\mathrm{Tr}[WS_{-q}]$. At any geometry,
\begin{equation}
\delta_{-q}E=\mathrm{Tr}[\rho H_{-q}]-\mathrm{Tr}[WS_{-q}].
\end{equation}
Apply $\delta_q$. The operator $H_{-q}$ varies explicitly, giving the mixed derivative $H_{q,-q}$, and through the Hxc potential in its term $\sum_\alpha\int V_\alpha K_{\alpha,-q}$. Hence
\begin{align}
NC={}&\mathrm{Tr}[\delta_q\rho\,H_{-q}]+\mathrm{Tr}[\rho H_{q,-q}]+\sum_\alpha\int\delta V_\alpha\mathrm{Tr}[K_{\alpha,-q}\rho]\,dr\nonumber\\
&-\mathrm{Tr}[\delta_qW\,S_{-q}]-\mathrm{Tr}[WS_{q,-q}].
\end{align}
The product rule gives $\delta_qW=\delta_q\rho\,H\rho+\rho H\,\delta_q\rho+\rho\,\delta_qH\,\rho$. Since $\langle\psi_v|H\rho=\varepsilon_v\langle\psi_v|$, one has $X_1H\rho=Y_1\equiv\sum\varepsilon|\Delta\psi^q\rangle\langle\psi|$, while $\rho HX_1=WSX_1=0$. In the same way $\rho HX_2=Y_2\equiv\sum\varepsilon|\psi\rangle\langle\Delta\psi^{-q}|$ and $X_2H\rho=0$. The term $-\rho S_q\rho$ gives $-\rho S_qW-WS_q\rho$. Collecting,
\begin{align}
NC&=c_1+c_2+c_{\rm r},\label{C}\\
c_1&=\sum_{kv}\langle\psi_{kv}|H_{-q}-\varepsilon_{kv}S_{-q}|\Delta\psi^q_{kv}\rangle,\nonumber\\
c_2&=\sum_{kv}\langle\Delta\psi^{-q}_{kv}|H_{-q}-\varepsilon_{kv}S_{-q}|\psi_{kv}\rangle,\nonumber\\
c_{\rm r}&=\mathrm{Tr}[\rho H_{q,-q}]-\mathrm{Tr}[WS_{q,-q}]-\mathrm{Tr}[\rho S_q\rho H_{-q}]-\mathrm{Tr}[\rho\,\delta_qH\,\rho S_{-q}]\nonumber\\
&\quad+\mathrm{Tr}[(\rho S_qW+WS_q\rho)S_{-q}]+\sum_\alpha\int\delta V_\alpha\mathrm{Tr}[K_{\alpha,-q}\rho]\,dr.\nonumber
\end{align}
The remainder $c_{\rm r}$ needs occupied states and $\delta V_\alpha$ alone. For $c_2$ use (\ref{anti}) with $O=H_{-q}-\varepsilon S_{-q}$. Then $O^\dagger=H_q-\varepsilon S_q$ for the same pattern $\mu$, and (\ref{THq}) with $q\to-q$ gives $TO^\dagger T^{-1}=H^{[-\mathbf B]}_{-q}-\varepsilon S_{-q}$, so
\begin{equation}
c_2=\sum_{kv}\langle\phi_{kv}|H^{[-\mathbf B]}_{-q}-\tilde\varepsilon_{kv}S_{-q}|\chi_{kv}\rangle .
\end{equation}
No overall sign appears; the reversal sits inside the bare operator, whose augmentation coefficients contain $\int V_aQ^a_{ij}$.

Complex conjugation of $c_2$ in (\ref{C}) turns it into $c_1$ at the opposite wave vector, $c_2(q)^*=c_1(-q)$, for the same $\mu\nu$. Each term of $c_{\rm r}$ obeys $c_{\rm r}(q)^*=c_{\rm r}(-q)$ by $\mathrm{Tr}[A]^*=\mathrm{Tr}[A^\dagger]$ and (\ref{conj}); for instance $\mathrm{Tr}[\rho S_q\rho H_{-q}]^*=\mathrm{Tr}[\rho S_{-q}\rho H_q]$. Thus $C(-q)=C(q)^*$, as the reality of $\Phi$ demands. $C$ is Hermitian because $\Phi$ is symmetric, so $C(-q)$ has the eigenvalues of $C(q)$ and the static adiabatic frequencies are even in $q$ although the bands need not be even in $k$. Forces that depend on ionic velocities lie outside this statement. If $c_2$ is replaced by $c_1$ at the correct $\delta V_\alpha$, the result $C'$ has $N[C'(q)-C'(-q)^*]=2[c_1(q)-c_2(q)]$.

\subsection{Cases that need no second solve}

\paragraph{No exchange field.} Let $\mathbf B=0$ at all geometries in the external part and $\mathbf m=0$ in the ground state. Then $H^{[-\mathbf B]}=H$, $\tilde\rho=\rho$, and the $\phi_{kv}$ are eigenstates of $H$ at $k$. Try $\delta\mathbf B=0$. The two equations coincide, $\tilde X=X_1$, and (\ref{main}) gives $n^{(1)}_\alpha+n^{(2)}_\alpha=(1+s_\alpha)n^{(1)}_\alpha$: the charge doubles and the magnetization cancels. The fixed magnetization terms vanish too. For $F=\mathrm{Tr}[K_a\rho S_q\rho]$, the trace rule $\mathrm{Tr}[TAT^{-1}]=\mathrm{Tr}[A]^*$, which follows from $\langle Tb|TAb\rangle=\langle b|Ab\rangle^*$ summed over a basis, gives $F^*=-\mathrm{Tr}[K_a\rho S_{-q}\rho]$. The adjoint rule gives $F^*=+\mathrm{Tr}[K_a\rho S_{-q}\rho]$. So $F=0$, and the same two rules dispose of $\mathrm{Tr}[K_{a,q}\rho]$. By (\ref{even}) at $\mathbf m=0$, $f_{0a}=-f_{0a}=0$, so $\delta\mathbf m=0$ returns $\delta\mathbf B=0$. The trial solution is self-consistent, and it is the solution if the linear problem is nonsingular, that is, away from a charge or spin instability at $q$. This is the nonmagnetic time-reversal step, spin-orbit coupling included.

\paragraph{Time reversal times a spin rotation.} Let $\Theta=UT$ with a uniform spin rotation $U$. If $\Theta$ leaves $H$ and $S$ invariant at all geometries reached, the derivation of (\ref{rev}) holds with $\Theta$ for $T$ and returns the first equation itself. Where $\Theta K_\alpha\Theta^{-1}=s'_\alpha K_\alpha$, this gives $n^{(2)}_\alpha=s'_\alpha n^{(1)}_\alpha$ and $c_2=c_1$. A rotation by $\pi$ about an axis $\mathbf w$ keeps $\boldsymbol\sigma\cdot\mathbf w$ and reverses the other two components; after $T$, $s'=-$ along $\mathbf w$ and $+$ across it. Invariance of $\mathbf B\cdot\mathbf K$ requires $\mathbf B\perp\mathbf w$ everywhere. Without spin-orbit coupling nothing else constrains $\mathbf w$, so collinear and coplanar order qualify. In the collinear case the spin along $\mathbf B$ is conserved, $\Delta\psi$ has the spin of $\psi$, the transverse $n^{(1)}_a$ vanish and all four components may be doubled. If the spin-orbit term contains a single spin component, say $\sigma_y$, then $\mathbf w=\hat y$ preserves it. Here $U=-i\sigma_y$, $\Theta=(-i\sigma_y)(i\sigma_y)\mathcal K=\mathcal K$, and a field in the $xz$ plane qualifies with $s'=(+,+,-,+)$. An atomic term $\mathbf L\cdot\boldsymbol\sigma$ is different: it is even under $T$, and $L_x,L_y,L_z$ are linearly independent for $l\ge1$, so $U\mathbf L\cdot\boldsymbol\sigma U^{-1}=\mathbf L\cdot\boldsymbol\sigma$ forces $U$ to fix all three $\sigma_a$. Then $U=\pm1$, $\Theta=\pm T$, and invariance needs $\mathbf B=0$. With atomic spin-orbit coupling and nonzero exchange field no operation of this class exists.

\paragraph{$2q$ a reciprocal lattice vector.} Then $e^{iqR_l}=\pm1$, $\delta_{-q}=\delta_q$, and (\ref{n2n1}) reads $n^{(2)}_\alpha=n^{(1)*}_\alpha$, with $c_2=c_1^*$. The rule is to add the complex conjugate, which is not the same as doubling unless $n^{(1)}_\alpha$ is real. The zone centre belongs to this case.

\paragraph{A crystal symmetry sending $q$ to $-q$.} A unitary space-group operation $g$ that commutes with $H$ and $S$ and maps $q$ to $-q$ carries the patterns at $q$ into combinations of patterns at $-q$. Acting with $g$ on the upper equation (\ref{stern}) yields the lower one at the rotated $k$, so $\Delta\psi^{-q}$ can be assembled from the $+q$ solutions of all patterns that $g$ mixes. The same holds for an antiunitary operation $gT$ that leaves $H$ and $S$ invariant, with $g$ a unitary space-group operation that maps $q$ to $q$, such as $T$ times a sublattice translation in an antiferromagnet. $T$ turns the lower equation into (\ref{rev}), and $g$, which obeys $gH^{[-\mathbf B]}g^{-1}=H^{[\mathbf B]}$ and keeps $q$, turns (\ref{rev}) into the upper equation for the patterns that $g$ mixes. These two cases, and coplanar noncollinear order without spin-orbit coupling, are not covered by the numerical example.

\subsection{One self-consistent cycle}

\begin{enumerate}
\item Once: obtain $\psi$ and $\phi$ at $k$ and $k+q$; build $H_{\pm q}$ for both signs of $\mathbf B$, $S_{\pm q}$ and $n^{\rm fix}_\alpha$.
\item From the current $\delta_qn_\alpha$ form $\delta V_\alpha$ with the kernel at $+\mathbf m$.
\item Solve (\ref{stern}) with $(\delta V_0,\delta\mathbf B)$ and (\ref{rev}) with $(\delta V_0,-\delta\mathbf B)$.
\item Assemble (\ref{main}), mix and repeat; at convergence evaluate (\ref{C}).
\end{enumerate}
Both solves act in the sector $k+q$ and share its plane-wave basis and atomic projectors $\beta^I_i$, while the conduction projectors differ. The direct $-q$ solve, as written in (\ref{stern}), acts in the sector $k-q$. On a mesh closed under a shift by $q$ it can be relabelled $k\to k+q$; it then starts from the occupied states at $k+q$ and acts in the sector $k$, so it needs no third set of states either. The gain of (\ref{rev}) is that both solves have the same form and the same target sector.

\subsection{The model}

The example is a chain with round model parameters: $N=6$ cells, $a=3$ bohr, one atom and one electron per cell, 41 plane waves per spin component up to $6.98$ bohr$^{-1}$ and 144 grid points in the supercell. Each atom carries the fields $(-V_0,b\,\mathbf e)\,e^{-x^2/2\ell^2}$ with $V_0=1.0$ Ha, $b=0.5$ Ha, $\mathbf e=(0,0.6,0.8)$, $\ell=0.7$ bohr. The projectors are $\beta_s=(\pi w^2)^{-1/4}e^{-x^2/2w^2}$ and $\beta_p=\sqrt2\,(x/w)\beta_s$, $w=0.6$ bohr. With $\Sigma=i\sigma_y(|s\rangle\langle p|-|p\rangle\langle s|)$, which is Hermitian and even under $T$ because both $i$ and $\sigma_y$ change sign,
\begin{align}
V_{\rm NL}&=D_s|s\rangle\langle s|+D_p|p\rangle\langle p|+\lambda\Sigma,\qquad Q^a=\tfrac12\{\sigma_a,Q^0\},\\
Q^0&=G(x)\big[q_s|s\rangle\langle s|+q_p|p\rangle\langle p|+q_{\rm so}\Sigma+q_{sp}\tfrac xd(|s\rangle\langle p|+|p\rangle\langle s|)\big],\nonumber
\end{align}
where $G$ is a Gaussian of unit area and standard deviation $d=0.5$ bohr, $(D_s,D_p,\lambda)=(0.2,-0.1,0.2)$ Ha and $(q_s,q_p,q_{sp},q_{\rm so})=(0.2,0.1,0.05,0.05)$. $Q^0$ is even, so $Q^a$ is odd and (\ref{parity}) holds. The functional is $\int[gn^2/2-(I+cn)|\mathbf m|^2/2]\,dx$ with $g=0.5$, $I=0.3$ Ha bohr, $c=0.2$ Ha bohr$^2$, which gives
\begin{equation}
\delta V_0=g\,\delta n-c\,\mathbf m\cdot\delta\mathbf m,\qquad\delta\mathbf B=-(I+cn)\,\delta\mathbf m-c\,\mathbf m\,\delta n .
\end{equation}
The field has a component along the spin-orbit axis $y$, so no $\Theta$ exists. The reference is the self-consistent ground state of the displaced supercell, differentiated with five-point formulas of step $0.01$ bohr. It belongs to the same finite model and omits long-range Coulomb forces and nonadiabatic terms. The computed figures are in the numerical output that follows the text or follow from it by simple arithmetic.

\subsection{Ground state and induced densities}

The gap is $0.403$ Ha and the moment per cell is $(0,-0.596,-0.785)$ electrons, opposite to the field to within $0.4^\circ$. The sign convention sets the direction, and spin-orbit coupling allows the small tilt. With $q=2\pi/Na=0.349066$ bohr$^{-1}$ the band is uneven: $\varepsilon_q-\varepsilon_{-q}=-0.770356+0.831201=0.060845$ Ha and $\varepsilon_{2q}-\varepsilon_{-2q}=-0.647054+0.736606=0.089552$ Ha. The independently built $H^{[-\mathbf B]}$ was tested to equal $THT^{-1}$, to have the reflected spectrum, and to yield the densities $(n,-\mathbf m)$.

Let $F_\alpha=N^{-1}\int e^{-iqx}\,\delta_qn_\alpha\,dx$ over the supercell, in electrons per bohr. The column ``doubled'' is a separate self-consistent solution with $n^{(2)}_\alpha$ replaced by $n^{(1)}_\alpha$.
\begin{center}
\begin{tabular}{lrrrr}
 & first & second & total & doubled\\
$F_0$ & $-0.1479i$ & $-0.1473i$ & $-0.3295i$ & $-0.3333i$\\
$F_x$ & $-0.0177$ & $-0.0029$ & $-0.0011$ & $-0.2023$\\
$F_y$ & $+0.0092i$ & $+0.1527i$ & $+0.1821i$ & $-0.1079i$\\
$F_z$ & $+0.1698i$ & $+0.0651i$ & $+0.2639i$ & $+0.4884i$
\end{tabular}
\end{center}
The fixed term supplies the rest; for the charge it is $-0.329523i+0.147852i+0.147315i=-0.0344i$. The totals match the finite differences: over all six wave vectors, four components and all grid points the largest deviation is $2.0\times10^{-8}$ bohr$^{-2}$, tested against $10^{-6}$, where the largest $|\delta_qn_\alpha|$ at $q$ is $0.536$ bohr$^{-2}$. The second term from (\ref{rev}) was tested against the direct $-q$ solve and agrees to rounding error.

The size of the totals has a simple scale. A density carried rigidly by the atoms has $\delta_qn_\alpha=-\sum_le^{iqR_l}n^{\rm at\,\prime}_\alpha(x-R_l)$, whose $F_\alpha$ is $-iq$ times the atomic form factor, and $-iq$ times the cell integral to leading order in $q$. That gives $-0.349i$, $+0.208i$ and $+0.274i$ for $\alpha=0,y,z$, of the sign and size of the totals. The phases follow from a symmetry. The antiunitary product of inversion, $T$ and a spin rotation by $\pi$ about $x$ leaves the model invariant: inversion and the rotation each reverse $\Sigma$, and $T$ and the rotation each reverse a field in the $yz$ plane. It maps $K_\alpha(x)$ to $\eta_\alpha K_\alpha(-x)$ with $\eta=(+,-,+,+)$ and $u_l$ to $-u_{-l}$. For a state that keeps the symmetry, $\partial_ln_\alpha(x)=-\eta_\alpha\partial_{-l}n_\alpha(-x)$, so $\delta_qn_\alpha(x)=-\eta_\alpha\,\delta_qn_\alpha(-x)^*$ and $F_\alpha=-\eta_\alpha F_\alpha^*$: real for $x$ and imaginary otherwise. Inversion and $T$ each reverse wave vectors, so the product maps $q$ to $q$ and does not relate the two terms.

The two charge terms differ by $0.4\%$ of the first, and doubling changes $F_0$ by $1.1\%$ of the total, while $F_y$ gets the wrong sign and $F_x$ grows from $-0.001$ to $-0.20$. In these components the failure sits in the magnetization, and agreement of $F_0$ does not validate a copy rule.

\subsection{Force constant and frequency}

In Ha/bohr$^2$, (\ref{C}) gives
\begin{equation}
C(q)=-0.367140-0.337791+0.609066=-0.095865 .
\end{equation}
For the real pattern $u_l=h\cos qR_l$, $d^2E/dh^2=\tfrac14(\delta_q+\delta_{-q})^2E=\tfrac N4[C(q)+C(-q)]$, since $\delta_q\delta_qE$ carries the wave vector $2q$ and vanishes by translation symmetry when $2q$ is not a reciprocal vector. With one coordinate per cell $C$ is real and even, so $C=(2/N)\,d^2E/dh^2$; the frozen-phonon value is $-0.0958650$, tested to $10^{-6}$. Averaging over the mesh gives $N^{-1}\sum_qC(q)=\Phi_{00}$, because $\sum_qe^{iq(R_m-R_l)}=N\delta_{lm}$: $[0+2(-0.095865)+2(-0.280683)-0.370730]/6=-0.187304$, equal to the finite-difference value. A rigid shift costs no energy, and $|C(0)|<10^{-7}$ was tested, as were $C(-q)=C(q)^*$ and $c_2(q)=c_1(-q)^*$.

A nearest-neighbour spring $\kappa=0.3$ Ha/bohr$^2$ adds $2\kappa(1-\cos qa)=0.3$ at $qa=\pi/3$. For $M=20000$ electron masses,
\begin{equation}
\omega=\sqrt{(0.3-0.095865)/20000}=3.195\times10^{-3}\ \text{Ha}=701\ \text{cm}^{-1}.
\end{equation}
Three copy rules $n^{(2)}_\alpha=s'_\alpha n^{(1)}_\alpha$, $c_2=c_1$, and one partial reversal, each iterated to self-consistency, were tested to fail in the density. The error is the largest deviation from the reference over grid and components, divided by $0.536$ bohr$^{-2}$.
\begin{center}
\begin{tabular}{lcc}
rule & density error & $C(q)$\\
$(+,+,+,+)$ & 0.46 & $-0.1415$\\
$(+,-,-,-)$ & 0.66 & $+0.0140$\\
$(+,+,-,+)$ & 0.48 & $-0.0770$\\
induced $\delta\mathbf B$ not reversed & 0.17 & $+0.0363$
\end{tabular}
\end{center}
The nonmagnetic rule and the partial reversal give $C$ the wrong sign. Plain doubling yields $-0.1415$ at $q$ and $-0.0820$ at $-q$, that is 618 and 725 cm$^{-1}$, off by $-12\%$ and $+3\%$ of 701 cm$^{-1}$; these percentages depend on the chosen $\kappa$. Symmetrizing afterwards does not repair the result. At the correct potential the two doubled values would be $2(-0.367140)+0.609066=-0.125214$ and $2(-0.337791)+0.609066=-0.066516$, whose mean is $C$ by (\ref{C}). The self-consistent doubled values average to $(-0.141456-0.081987)/2=-0.1117$, because they are evaluated with the potential of the wrong induced density.

Each copy rule was tested to reproduce the direct two-solve result in its own limit: $(+,-,-,-)$ for zero field with two filled bands, where $\delta\mathbf m=0$ was also tested, $(+,+,+,+)$ without spin-orbit coupling, and $(+,+,-,+)$ for the core field along $z$. At the zone boundary of the tilted-field model the second term equals the conjugate of the first. In all four cases the printed deviations are at the level of rounding error. The example has one coordinate per cell, so the off-diagonal elements $C_{\mu\nu}$ rest on the derivation alone.

\section*{Computed results}
\begin{verbatim}
N=6 cells, a=3.0 bohr, plane waves=41, pmax=6.981 1/bohr, grid=144, step h=0.01 bohr
V0=1.0 Ha, core field=0.5 Ha along (0.0, 0.6, 0.8), width=0.7 bohr; SOC axis y
projector width=0.6 bohr, Ds=0.2, Dp=-0.1, lambda=0.2 Ha
augmentation width=0.5 bohr, qs=0.2, qp=0.1, qsp=0.05, qso=0.05
g=0.5, I=0.3 Ha bohr, c=0.2 Ha bohr^2, kappa=0.3 Ha/bohr^2, M=20000.0 m_e
q=0.349066 1/bohr, gap=0.40266 Ha, energy/cell=-0.737507 Ha
cell integrals n,mx,my,mz (electrons): +1.00000 +0.00000 -0.59609 -0.78470
k=0q: eps[B]=-0.837488 Ha, eps[-B]=-0.837488 Ha
k=1q: eps[B]=-0.770356 Ha, eps[-B]=-0.831201 Ha
k=2q: eps[B]=-0.647054 Ha, eps[-B]=-0.736606 Ha
k=3q: eps[B]=-0.591327 Ha, eps[-B]=-0.591327 Ha
k=4q: eps[B]=-0.736606 Ha, eps[-B]=-0.647054 Ha
k=5q: eps[B]=-0.831201 Ha, eps[-B]=-0.770356 Ha
dn(q) el/bohr: first +0.000000-0.147852i second +0.000000-0.147315i
   total +0.000000-0.329523i FD +0.000000-0.329523i doubled +0.000000-0.333268i
dmx(q) el/bohr: first -0.017711+0.000000i second -0.002932+0.000000i
   total -0.001094+0.000000i FD -0.001094+0.000000i doubled -0.202328+0.000000i
dmy(q) el/bohr: first -0.000000+0.009173i second +0.000000+0.152687i
   total -0.000000+0.182143i FD -0.000000+0.182143i doubled -0.000000-0.107896i
dmz(q) el/bohr: first -0.000000+0.169831i second -0.000000+0.065055i
   total -0.000000+0.263884i FD +0.000000+0.263884i doubled +0.000000+0.488407i
max|dn_a| at q=0.53610; max error vs FD, all q=2.0e-08 1/bohr^2
c1/N=-0.367140-0.000000i, c2/N=-0.337791+0.000000i, rest/N=+0.609066+0.000000i Ha/bohr^2
C(q)=-0.0958650, C(-q)=-0.0958650, frozen phonon=-0.0958650 Ha/bohr^2
C at 0,q,2q,3q (Ha/bohr^2): -0.000000 -0.095865 -0.280683 -0.370730
mean C=-0.1873042, FD on-site=-0.1873042, |C(0)|=1.5e-14 Ha/bohr^2
reversed vs direct -q second term: 9.7e-16 1/bohr^2
zone boundary |second-conj(first)|=8.6e-16 1/bohr^2
recipe (1, 1, 1, 1): rel. density error=0.4616, C=-0.141456-0.000000i Ha/bohr^2
recipe (1, -1, -1, -1): rel. density error=0.6616, C=+0.013999-0.000000i Ha/bohr^2
recipe (1, 1, -1, 1): rel. density error=0.4760, C=-0.076968+0.000000i Ha/bohr^2
recipe keepdB: rel. density error=0.1715, C=+0.036332+0.000000i Ha/bohr^2
doubled at -q: C=-0.081987+0.000000i Ha/bohr^2; ionic C=0.3000 Ha/bohr^2
omega correct: 3.194800e-03 Ha = 701.18 1/cm
omega doubled +q: 2.815527e-03 Ha = 617.94 1/cm
omega doubled -q: 3.301614e-03 Ha = 724.62 1/cm
B=0, 2 bands: signs (1, -1, -1, -1), gap=0.2693 Ha, rel err=4.9e-15, dC=2.9e-16 Ha/bohr^2
no SOC: signs (1, 1, 1, 1), gap=0.3677 Ha, rel err=1.0e-15, dC=7.5e-16 Ha/bohr^2
core field along z: signs (1, 1, -1, 1), gap=0.3785 Ha, rel err=1.6e-15, dC=4.4e-16 Ha/bohr^2
\end{verbatim}
